# Judd–Ofelt selection rules and the 0–0 line of Eu³⁺, part 1

(Sections cited here and not found follow in the second part.)

Take one electron in a p shell, with real orbitals $p_x,p_y,p_z$ whose energies $E_a$ lie close together, and an empty s orbital at energy $\Delta$ far above. The position operator is odd under inversion, so $\langle p_a|r_i|p_b\rangle=0$ and no electric dipole line connects two p states. Add a weak odd potential $V=Fz$. The only angular integral needed is $\langle p_a|r_i|s\rangle=\rho\,\delta_{ai}$ with $\rho$ real. To first order $|p_b'\rangle=|p_b\rangle-|s\rangle F\rho\,\delta_{bz}/(\Delta-E_b)$, and the dipole element, with either the ket or the bra corrected, is

$$\langle p_a'|r_i|p_b'\rangle=-F\rho^2\left[\frac{\delta_{ai}\delta_{bz}}{\Delta-E_b}+\frac{\delta_{az}\delta_{bi}}{\Delta-E_a}\right].$$

A $3\times3$ matrix in $a,b$ splits into a trace (tensor rank 0), an antisymmetric part (rank 1) and a symmetric traceless part (rank 2). The ranks here refer to the angular factors, with the two denominators held at the values of the chosen pair of states; the full element is symmetric under $a\leftrightarrow b$ in any case, since the denominators swap with the labels. If the two denominators are set equal, only the symmetric combination $\delta_{ai}\delta_{bz}+\delta_{az}\delta_{bi}$ appears and rank 1 drops out. The antisymmetric combination $\delta_{ai}\delta_{bz}-\delta_{az}\delta_{bi}$ carries half the difference of the reciprocals, $(E_b-E_a)/2\Delta^2$ to leading order, against $1/\Delta$ for the symmetric one. The trace is a multiple of the unit matrix and connects no two orthogonal states. The highest rank a p shell supports is $2l=2$, so only rank 2 is left. For $l=3$ the same three facts leave ranks 2, 4 and 6, and these fix the Judd–Ofelt selection rules.

For the f shell, write $(j_1\,j_2\,j_3;m_1\,m_2\,m_3)$ for the 3j symbol and $\{j_1\,j_2\,j_3;l_1\,l_2\,l_3\}$ for the 6j symbol. The Racah harmonics are $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, with $C^{k\dagger}_q=(-1)^qC^k_{-q}$. The Wigner–Eckart theorem is taken as $\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}(j\,k\,j';-m\,q\,m')\langle j\|T^k\|j'\rangle$, which gives $\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\,(l\,k\,l';0\,0\,0)$. The unit tensor $u^\lambda$ acts on the orbital part of an f electron with $\langle3\|u^\lambda\|3\rangle=1$, and $U^\lambda_Q=\sum_iu^\lambda_Q(i)$. The dipole moment is $-eD_q$ with $D_q=\sum_ir_iC^1_q(i)$; line strengths $S$ are quoted without $e^2$, in cm², and energies in cm⁻¹. The odd part of the crystal field is $V=\sum_{tp}A_{tp}\sum_ir_i^tC^t_p(i)$ with $t$ odd, and hermiticity requires $A_{t,-p}=(-1)^pA_{tp}^*$.

Let $|i\rangle$ and $|f\rangle$ be free-ion states $|\gamma JM\rangle$ of $4f^N$, eigenstates of the Coulomb and spin–orbit interactions together (intermediate coupling). All have parity $(-1)^{3N}$, so $\langle f|D_q|i\rangle=0$. To first order in $V$ each state acquires opposite-parity components $|x\rangle$, and

$$D_{q,fi}=-\sum_x\left[\frac{\langle f|D_q|x\rangle\langle x|V|i\rangle}{E_x-E_i}+\frac{\langle f|V|x\rangle\langle x|D_q|i\rangle}{E_x-E_f}\right].$$

Since $D_q$ is a rank-1 one-electron operator, $x$ belongs to a configuration $4f^{N-1}n'l'$ with $l'=2$ or $4$. The first assumption is that each such configuration has one energy $\Delta_{l'}$. The sum over its states is then a projector. With $\alpha,\beta$ for f spin orbitals and $\mu,\nu$ for $l'$ spin orbitals, the part of $V$ that acts on $|i\rangle$ is $\sum v_{\nu\beta}a^\dagger_\nu a_\beta$, and its result lies wholly in the excited configuration, so the projector can be dropped. The product is $\sum d_{\alpha\mu}v_{\nu\beta}\,a^\dagger_\alpha a_\mu a^\dagger_\nu a_\beta$. Now $a_\mu a^\dagger_\nu=\delta_{\mu\nu}-a^\dagger_\nu a_\mu$, and the second term vanishes because the $l'$ shell is empty in $a_\beta|i\rangle$. What remains is $\sum_{\alpha\beta}(\sum_\mu d_{\alpha\mu}v_{\mu\beta})a^\dagger_\alpha a_\beta$, a one-body, spin-independent operator in the f shell. Only a product of one-electron matrices has to be reduced. Excitations from a filled shell into 4f are left out.

Let $P$ project on the $l'$ orbitals, and set $c_1=\langle3\|C^1\|l'\rangle$, $c_t=\langle l'\|C^t\|3\rangle$. Couple the two factors to rank $\lambda$ with the Clebsch–Gordan coefficient $\langle1q\,tp|\lambda Q\rangle=(-1)^{1-t+Q}\sqrt{2\lambda+1}\,(1\,t\,\lambda;q\,p\,{-Q})$, $Q=q+p$, and apply the Wigner–Eckart theorem to each factor:

$$\langle3m|[C^1PC^t]^\lambda_Q|3m'\rangle=c_1c_t\sqrt{2\lambda+1}\,(-1)^{3-m}\sum_{qpm''}(-1)^{1-t+Q+l'-m''}(1\,t\,\lambda;q\,p\,{-Q})(3\,1\,l';-m\,q\,m'')(l'\,t\,3;-m''\,p\,m').$$

The contraction that defines the 6j symbol is

$$\sum_{\mu}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}(j_1\,l_2\,l_3;m_1\,\mu_2\,{-\mu_3})(l_1\,j_2\,l_3;-\mu_1\,m_2\,\mu_3)(l_1\,l_2\,j_3;\mu_1\,{-\mu_2}\,m_3)=(j_1\,j_2\,j_3;m_1\,m_2\,m_3)\{j_1\,j_2\,j_3;l_1\,l_2\,l_3\}.$$

Put $j_1=j_2=3$, $j_3=\lambda$, $m_1=-m$, $m_2=m'$, $m_3=Q$, and $l_1=t$, $l_2=1$, $l_3=l'$, $\mu_1=-p$, $\mu_2=q$, $\mu_3=-m''$. The first symbol is $(3\,1\,l';-m\,q\,m'')$, as required. The second, $(t\,3\,l';p\,m'\,{-m''})$, is a cyclic permutation of the required one and equal to it. The third, $(t\,1\,\lambda;-p\,{-q}\,Q)$, differs from the required one by a column swap and a reversal of all signs, each worth $(-1)^{1+t+\lambda}$, so it too is equal. The exponent $t+1+l'-p+q-m''$ has the same parity as $1-t+Q+l'-m''$. On the right, $(3\,3\,\lambda;-m\,m'\,Q)=(-1)^\lambda(3\,\lambda\,3;-m\,Q\,m')$ by one column swap. The 6j symbol is unchanged by exchanging upper and lower entries in two columns and by permuting columns, so $\{3\,3\,\lambda;t\,1\,l'\}=\{1\,t\,\lambda;3\,3\,l'\}$. Since $(-1)^{3-m}(3\,\lambda\,3;-m\,Q\,m')$ is the matrix of $u^\lambda_Q$, the coupled product equals $(-1)^\lambda\sqrt{2\lambda+1}\,\{1\,t\,\lambda;3\,3\,l'\}c_1c_t\,u^\lambda_Q$. The Clebsch–Gordan matrix is orthogonal, so $C^1_qPC^t_p=\sum_\lambda\langle1q\,tp|\lambda Q\rangle[C^1PC^t]^\lambda_Q$, and with $1-t$ even,

$$C^1_qPC^t_p=\sum_\lambda(-1)^{Q+\lambda}(2\lambda+1)(1\,t\,\lambda;q\,p\,{-Q})\{1\,t\,\lambda;3\,3\,l'\}\,c_1c_t\,u^\lambda_Q.$$

For the other order, $C^t_pPC^1_q$, exchange $(1,q)$ with $(t,p)$. The phase keeps its parity. The 3j symbol gains $(-1)^{1+t+\lambda}=(-1)^\lambda$. The 6j symbol has two columns swapped and is unchanged. The reduced elements become $\langle3\|C^t\|l'\rangle\langle l'\|C^1\|3\rangle$; the explicit formula gives $\langle l\|C^k\|l'\rangle=(-1)^{l-l'}\langle l'\|C^k\|l\rangle$, each factor changes sign, and the product is still $c_1c_t$. The reversed order is therefore the same series with an extra $(-1)^\lambda$, and within $4f^N$

$$D_q=\sum_{\lambda Q}X^\lambda_{qQ}U^\lambda_Q,\qquad X^\lambda_{qQ}=-(-1)^{Q+\lambda}(2\lambda+1)\sum_t(1\,t\,\lambda;q\,p\,{-Q})A_{tp}\,\Xi(t,\lambda),\quad p=Q-q,$$

$$\Xi(t,\lambda)=\sum_{l'}\{1\,t\,\lambda;3\,3\,l'\}\,c_1c_t\,\langle4f|r|l'\rangle\langle l'|r^t|4f\rangle\left[\frac1{\Delta_{l'}-E_i}+\frac{(-1)^\lambda}{\Delta_{l'}-E_f}\right].$$

The second assumption, which completes closure, is $E_i,E_f\ll\Delta_{l'}$. The bracket is then $2/\Delta_{l'}$ for even $\lambda$. For odd $\lambda$ it equals $(E_i-E_f)/[(\Delta_{l'}-E_i)(\Delta_{l'}-E_f)]$, smaller by $(E_i-E_f)/2\Delta_{l'}$ to leading order, and is dropped. The triangle $(3,3,\lambda)$ in the 6j symbol gives $\lambda\le6$, and the triangle $(1,t,\lambda)$ with $t$ odd gives $t=\lambda\pm1$ for even $\lambda$, so $t\le7$; the triangle $(t,3,l')$ limits the d channel to $t\le5$. Rank 0 occurs, for $t=1$, but $u^0_0=1/\sqrt7$ times the unit matrix, so $U^0_0=N/\sqrt7$ has no element between different states. The ranks 2, 4, 6 remain.

The line strength between two levels is $S=\sum_{qMM'}|\langle fM'|D_q|iM\rangle|^2$. Insert the Wigner–Eckart form of each $U^\lambda_Q$. The phases $(-1)^{J'-M'}$ square to one, and the orthogonality relation $\sum_{MM'}(J'\,\lambda\,J;-M'\,Q\,M)(J'\,\lambda'\,J;-M'\,Q'\,M)=\delta_{\lambda\lambda'}\delta_{QQ'}/(2\lambda+1)$ removes all cross terms, leaving $S=\sum_\lambda|\langle f\|U^\lambda\|i\rangle|^2\sum_{qQ}|X^\lambda_{qQ}|^2/(2\lambda+1)$. The same relation in the form $\sum_{qQ}(1\,t\,\lambda;q\,p\,{-Q})(1\,t'\,\lambda;q\,p'\,{-Q})=\delta_{tt'}\delta_{pp'}/(2t+1)$ reduces the last sum, and

$$S=\sum_{\lambda=2,4,6}\Omega_\lambda|\langle f\|U^\lambda\|i\rangle|^2,\qquad\Omega_\lambda=(2\lambda+1)\sum_{tp}\frac{|A_{tp}|^2\,\Xi(t,\lambda)^2}{2t+1}.$$

The selection rules follow because $U^\lambda$ is a rank-$\lambda$ tensor under the total angular momentum, so its elements contain $(J'\,\lambda\,J;-M'\,Q\,M)$, which vanishes unless $|J-J'|\le\lambda\le J+J'$. With $\lambda\le6$ the left inequality gives $|\Delta J|\le6$. For $J=0$ both inequalities collapse to $J'=\lambda$, so only $J'=2,4,6$ are reached and $0\to0$, $1$, $3$, $5$ are forbidden. The rules hold at first order in the odd field, under closure, and as long as $J$ is a good quantum number. They hold in intermediate coupling, which conserves $J$. The further rule $\Delta S=0$, from the absence of spin in $U^\lambda$, holds only in pure LS coupling. The $0\to1$ line has another route: the magnetic dipole operator $L+gS$ has even parity and rank 1, so it connects $J=0$ to $J'=1$ and to nothing else.

The numerical check tests these statements by independent means. In the 3003 determinants of $f^6$, with $D_q$ built from explicit sums over d and g orbitals and a random field with $t=1,3,5,7$, ⁵D₀ reaches $J'=2,4,6$, ⁷F₁ reaches 1 to 7, and ⁷F₃ reaches 1 to 9; keeping one operator order alone lets ⁵D₀ reach 1 to 6, but still not 0. For a model $f^2$ ion, exact diagonalization of $f^2+fd+fg$ in a weak field, with $\Delta_d=10^5$ and $\Delta_g=2\times10^5$ cm⁻¹, agrees with the unequal-denominator formula, odd ranks included, to $1.1\times10^{-10}$ of the largest amplitude. The rank-5 line ³P₀–³H₅ then has $2.5\times10^{-3}$ of the strength of ³P₀–³H₄. With the gaps multiplied by 10 and by 20 the ratio is $1.725\times10^{-5}$ and $4.231\times10^{-6}$, a fall by 4.08, close to the factor 4 of the $\Delta^{-2}$ law.

In Eu³⁺, $4f^6$, both the ground level ⁷F₀ and the emitting level ⁵D₀ have $J=0$. The even part of the crystal field, $V_e=\sum_{kq}B_{kq}\sum_iC^k_q(i)$, acts inside the shell, where $C^k_q$ is $\langle3\|C^k\|3\rangle u^k_q$, with $k=2,4,6$ apart from a constant. It destroys $J$ as an exact label. For a $J=0$ level $a$, the symbol $(J\,\lambda\,0;-M\,Q\,0)=\delta_{J\lambda}\delta_{MQ}(-1)^{J+M}/\sqrt{2J+1}$ cancels the Wigner–Eckart phase $(-1)^{J-M}$, so

$$\langle\gamma JM|U^\lambda_Q|a\rangle=\delta_{J\lambda}\delta_{MQ}\frac{u_{\gamma a}}{\sqrt{2\lambda+1}},\qquad u_{\gamma a}=\langle\gamma\lambda\|U^\lambda\|a\rangle,$$

with phases chosen to make $u_{\gamma a}$ real. To first order in $V_e$, which has no element between two $J=0$ states,

$$|a'\rangle=|a\rangle+\sum_{\lambda\gamma Q}c^a_{\gamma Q}|\gamma\lambda Q\rangle,\qquad c^a_{\gamma Q}=\frac{B_{\lambda Q}\langle3\|C^\lambda\|3\rangle u_{\gamma a}}{\sqrt{2\lambda+1}\,(E_a-E_\gamma)}.$$

Call the two levels $F$ and $D$. The amplitude $\langle F'|D_q|D'\rangle$ has no zeroth-order term, its rank-0 part vanishes because $F'$ and $D'$ stay orthogonal, and two first-order terms remain. Correcting the bra gives $\sum c^{F*}_{\gamma Q}\langle\gamma\lambda Q|D_q|D\rangle=\sum c^{F*}_{\gamma Q}X^\lambda_{qQ}u_{\gamma D}/\sqrt{2\lambda+1}$. Correcting the ket gives $\sum X^\lambda_{qQ}\langle F|U^\lambda_Q|\gamma\lambda M\rangle c^D_{\gamma M}$. For even $\lambda$, $U^\lambda$ is a real multiple of $C^\lambda$ in the shell, so $U^{\lambda\dagger}_Q=(-1)^QU^\lambda_{-Q}$ and $\langle F|U^\lambda_Q|\gamma\lambda M\rangle=(-1)^Q\delta_{M,-Q}\,u_{\gamma F}/\sqrt{2\lambda+1}$. The coefficient $c^D_{\gamma,-Q}$ contains $B_{\lambda,-Q}$, and $(-1)^QB_{\lambda,-Q}=B^*_{\lambda Q}$. Both terms thus carry the same contraction of the fields:

$$\langle F'|D_q|D'\rangle=\sum_{\lambda=2,4,6}\frac{\langle3\|C^\lambda\|3\rangle K_\lambda}{2\lambda+1}\sum_QB^*_{\lambda Q}X^\lambda_{qQ},\qquad K_\lambda=\sum_{\gamma,\,J_\gamma=\lambda}u_{\gamma F}u_{\gamma D}\left[\frac1{E_F-E_\gamma}+\frac1{E_D-E_\gamma}\right].$$

At this order $S_{00}=\sum_q|\langle F'|D_q|D'\rangle|^2$ is quadratic in the even field and quadratic in the odd field, and $K_\lambda$ is a property of the free ion alone.

The level nearest to ⁷F₀ with an allowed $J$ is ⁷F₂, at a height $E_2$, and its admixture can be evaluated in LS coupling. The state with $L=S=3$, $J=0$ is $7^{-1/2}\sum_M(-1)^{3-M}|L\,M\rangle|S\,{-M}\rangle$. The operator $U^\lambda_Q$ leaves the spin alone, and ⁷F is the only septet of $f^6$, so $U^\lambda_Q$ keeps the state in ⁷F. The spin functions are orthogonal, so the squared norm of the result is $\frac17\sum_{MM'}|\langle LM'|U^\lambda_Q|LM\rangle|^2$. The orbital matrix does not depend on $M_S$ and may be found for $M_S=3$, where the states are $a_m|\text{full}\rangle$, one hole in the seven spin-up orbitals. Using $a^\dagger_\alpha a_\beta=\delta_{\alpha\beta}-a_\beta a^\dagger_\alpha$ and $a^\dagger_\alpha a_m|\text{full}\rangle=\delta_{\alpha m}|\text{full}\rangle$, the matrix between holes $m'$ and $m$ is $\delta_{mm'}\operatorname{tr}u-u_{mm'}$. The trace is zero for $\lambda>0$, so the sum of squares is that of a single electron, $1/(2\lambda+1)$. The squared norm also equals $u^2/(2\lambda+1)$, the result being pure ⁷F$_\lambda$, hence $u^2=1/7$ for $\lambda=2,4,6$. With $(3\,2\,3;0\,0\,0)^2=4/105$, $\langle3\|C^2\|3\rangle^2=49\cdot4/105=28/15$, and

this value, together with $u^2=1/7$, fixes the ⁷F₂ admixture in ⁷F₀ in terms of $B_{20}/E_2$. The selection rules and the first-order formula for the 0–0 amplitude are now established; what remains is to write out this admixture, find which site symmetries allow the line, test the estimates on a model Eu³⁺ ion, and consider a second route that needs no J mixing.
